Why unbalanced Dirac solvers put a 1s level among p states

Take a cadmium nucleus with a single electron and ask for its lowest p1/2 level. The answer should be the 2p1/2 level, bound by about 8.2 keV. A matrix calculation that expands both components of the Dirac wave function in the same functions gives instead a lowest level bound by 32.4 keV. That is the energy of 1s1/2, a state of different angular symmetry. The 2p1/2 level appears next, at its proper place. In an atomic reference calculation for a pseudopotential, taking the first root as the p1/2 reference would give that channel a wrong energy and a wrong orbital.

The extra level is no rounding error. For a point nucleus it follows from a pairing of κ with −κ that arises when both components share the same functions, and it is paid for with kinetic energy lost between the two component spaces.

**The model**

The nucleus is a fixed point charge Ze; recoil and quantum-electrodynamic shifts are left out. The upper and lower radial functions are P/r and iQ/r, so that ∫(P² + Q²)dr = 1. The number κ fixes the symmetry: κ = −1 is s1/2 and κ = +1 is p1/2. With V = −Zαħc/r, total energy E and ε = E − mc², the radial equations are

VP + ħc(−d/dr + κ/r)Q = εP
ħc(d/dr + κ/r)P + (V − 2mc²)Q = εQ.

Write b = d/dr + κ/r. For functions vanishing at both ends, integration by parts makes −d/dr + κ/r the adjoint of b. Throughout, Zα < |κ|, γ = √(κ² − Z²α²), and s is the sign of κ.

**Where kinetic energy can be lost**

Expand P in a large space F and Q in a small space G, each with an orthonormal basis. Let p and q be the coefficient vectors, V_F and V_G the potential matrices, and B the matrix with elements ħc⟨g_a|b f_i⟩. Then

V_F p + Bᵀq = εp,  Bp + (V_G − 2mc²)q = εq.

Set A = ε + 2mc² − V_G. Since V < 0, A is positive definite for ε > −2mc². The second equation gives q = A⁻¹Bp, and the first becomes

(V_F + BᵀA⁻¹B)p = εp.

For a normalized large component f the energy is therefore ⟨f|V|f⟩ + K_G, with K_G = (Bp)ᵀA⁻¹Bp. Completing the square,

2qᵀBp − qᵀAq = K_G − (q − A⁻¹Bp)ᵀA(q − A⁻¹Bp),

shows that K_G is a maximum over the small space:

K_G = max over g in G of [2ħc⟨g|bf⟩ − ⟨g|ε + 2mc² − V|g⟩].

A larger G can raise this maximum but not lower it. The levels follow suit. The k-th eigenvalue of V_F + BᵀA⁻¹B falls as ε grows, because A grows; a level lies where this falling curve meets the rising line ε. Enlarging G lifts the curve, so the crossing moves up or stays.

If c grows while V is held fixed, A tends to 2mc² and

K_G → (ħ²/2m)‖Π_G bf‖²,

where Π_G projects on G. The full nonrelativistic kinetic energy has ‖bf‖² in place of ‖Π_G bf‖². Indeed,

‖bf‖² = ∫[f′² + 2κff′/r + κ²f²/r²]dr = ∫[f′² + κ(κ+1)f²/r²]dr,

because 2ff′ = (f²)′, and integrating (f²)′/r by parts gives ∫f²/r² dr. Here κ(κ+1) = l(l+1): 0 for s1/2 and 2 for p1/2. Any part of bf outside G is kinetic energy, centrifugal energy included, that the matrix does not see.

**Equal spaces: the two signs of κ become one problem**

Now let P and Q share one orthonormal set of real functions φ_i. The matrix D_ij = ⟨φ_i|φ_j′⟩ is antisymmetric, by parts, and R_ij = ⟨φ_i|1/r|φ_j⟩ is symmetric. The levels are the zeros of the determinant of

M = [ mc² − E − ZαħcR , ħc(−D + κR) ; ħc(D + κR) , −mc² − E − ZαħcR ],

where a semicolon separates block rows. Multiply M from both sides by

T = [ C , S ; S , C ],  C = cosh(θ/2), S = sinh(θ/2),  tanh θ = Zα/κ.

Each block is a multiple of the unit matrix, and C² − S² = 1, so det T = 1 and the zeros do not move. The pieces of M transform as follows.

The derivative part [0, −D; D, 0] has new diagonal blocks (−CS + SC)D = 0 and off-diagonal blocks ∓(C² − S²)D = ∓D. It is unchanged.

The mass part, mc² and −mc² on the diagonal, becomes ±mc²(C² − S²) on the diagonal and mc²(CS − SC) = 0 off it. It too is unchanged.

A unit matrix becomes T², with cosh θ on the diagonal and sinh θ off it. The matrix [0, 1; 1, 0] becomes the same with cosh θ and sinh θ exchanged.

The terms in ħcR thus have the diagonal coefficient κ sinh θ − Zα cosh θ, which vanishes by the choice of θ. With cosh θ = |κ|/γ and sinh θ = sZα/γ, their off-diagonal coefficient is

κ cosh θ − Zα sinh θ = s(κ² − Z²α²)/γ = sγ.

The energy terms are −E|κ|/γ on the diagonal and −sEZα/γ off it. With x = E|κ|/γ,

TMT = [ mc² − x , B_sᵀ ; B_s , −mc² − x ],
B_s = ħc(D + sγR) − sEZα/γ.

For n basis functions, eliminating the lower block gives

det(TMT) = (−mc² − x)ⁿ det[mc² − x + B_sᵀB_s/(mc² + x)]
= (−1)ⁿ det[m²c⁴ − x² + B_sᵀB_s].

Both ends are polynomials in E, so the result also holds at x = −mc². A level requires x² − m²c⁴ to be an eigenvalue of B_sᵀB_s.

Transposing reverses the sign of D, so that

B₊ᵀ = ħc(−D + γR) − EZα/γ = −B₋.

Hence B₋ᵀB₋ = B₊B₊ᵀ. For a square matrix, B₊B₊ᵀ and B₊ᵀB₊ have the same eigenvalues with the same multiplicities. The whole spectrum for κ therefore equals that for −κ, whatever the common functions are. Moreover B_sᵀB_s has no negative eigenvalue, so |x| ≥ mc² and

|E| ≥ γmc²/|κ|.

For |κ| = 1 the bound is γmc², which will turn out to be the true 1s energy. The spurious level cannot fall below it in such a basis.

**What the true spectrum does differently**

Without a basis the same transformation works with d/dr for D and 1/r for R. Put k = EZα/(γħc), with E > 0. Then B_s = ħc(d/dr + W) with W = s(γ/r − k), and

B_s†B_s/(ħc)² = −d²/dr² − W′ + W² = −d²/dr² + γ(γ+s)/r² − 2γk/r + k².

This is a hydrogen-like operator whose centrifugal term L(L+1) has L = γ for s = +1 and L = γ − 1 for s = −1. Try r^(L+1) e^(−ηr) times a polynomial of degree ν. The terms in the highest power of r, beyond those fixing the eigenvalue k² − η², require 2η(ν + L + 1) = 2γk. So η = γk/N, with N = ν + L + 1, and the level condition is

E²κ²/γ² − m²c⁴ = E²Z²α²/γ² − E²Z²α²/N².

Since κ² − Z²α² = γ², this gives

E = mc²/√(1 + Z²α²/N²).

For κ < 0, N = γ, γ + 1, and so on. For κ > 0, N starts at γ + 1. The two ladders agree except for the lowest rung, N = γ, where E = γmc²/|κ|.

That rung is a zero mode. B₋u = 0 means u′ = (γ/r − k)u, so u = r^γ e^(−kr), which is normalizable. B₊u = 0 gives r^(−γ) e^(kr), which grows without limit and is not a state. In the full function space B₋ has one zero mode and B₊ none. With common basis functions this difference cannot exist. B₋ is then a square matrix, so if it has a null vector, its transpose has one too; and since B₋ᵀ = −B₊, so has B₊. The 1s state is then given a partner with κ = +1.

The partner u obeys ⟨φ_i|B₊u⟩ = 0 for every basis function, which is weaker than B₊u = 0. The function B₊u need not vanish; it may lie outside the space, where the matrix cannot see it.

**One function is enough**

Let the common space be the single function φ ∝ r^γ e^(−λr), with |κ| = 1 and λ = Zαmc/ħ. Then D = 0, and

R = ∫r^(2γ−1)e^(−2λr)dr / ∫r^(2γ)e^(−2λr)dr = 2λ/(2γ) = λ/γ.

In units of mc² the Hamiltonian matrix has diagonal elements 1 − Z²α²/γ and −1 − Z²α²/γ, and off-diagonal element κZα/γ. Its upper root is

E/mc² = −Z²α²/γ + √(1 + Z²α²/γ²) = (1 − Z²α²)/γ = γ,

where γ² + Z²α² = 1 was used twice. The sign of κ enters squared and drops out. For κ = −1 the result is right; for κ = +1 it is spurious.

The missing energy can be written down. For κ = +1, bφ = [(γ+1)/r − λ]φ, and ⟨1/r²⟩ = 2λ²/[γ(2γ−1)], so

‖bφ‖² = λ²[2(γ+1)²/(γ(2γ−1)) − 2(γ+1)/γ + 1].

The matrix keeps ⟨φ|bφ⟩² = λ²/γ². For weak binding, γ → 1, these are 5λ² and λ²: four fifths of the kinetic energy is lost. In units of Z²α²mc² the potential energy is −1. The kept kinetic energy 1/2 gives −1/2, the 1s value, whereas the full kinetic energy 5/2 gives +3/2. As a p function φ would not be bound at all.

**What kinetic balance repairs, and what it does not**

Kinetic balance requires G to contain bf for every f in F. Then Π_G bf = bf, and in the nonrelativistic limit the matrix is the ordinary Schrödinger matrix for orbital momentum l. The Rayleigh–Ritz principle applies: its lowest root for κ = +1 cannot lie below the true 2p level, −Z²α²mc²/8. A root at the 1s value −Z²α²mc²/2 is excluded for every balanced basis with finite matrix elements.

At finite c the best small component is not proportional to bf. Using g = t bf in the maximum for K_G and choosing the best number t gives a lower limit; dropping the restriction to G and maximizing at each r gives an upper one:

ħ²c²‖bf‖⁴/⟨bf|ε + 2mc² − V|bf⟩ ≤ K_G ≤ ħ²c²∫|bf|²/(ε + 2mc² − V)dr.

The limits coincide if V is constant where bf is appreciable. They separate when bf samples very different potentials, as it can near a point nucleus. Some kinetic energy may then still be missing, and a level may lie lower than it would with an unrestricted small space. So at finite c these limits do not exclude a spurious level for every balanced basis; the outcome has to be examined for the basis in use.

The functions also need care. For κ = +1, b turns r^γ into (γ+1)r^(γ−1), and the potential energy of that small function contains ∫r^(2γ−3)dr, which diverges at the origin for γ < 1. Large functions starting as r² avoid this.

**Hydrogen-like cadmium**

For Z = 48, Zα = 0.350273 and γ = √(1 − 0.122691) = 0.936648. With mc² = 510.999 keV, the 1s1/2 level is

ε = (0.936648 − 1) × 510.999 keV = −32.373 keV.

For 2p1/2, N = 1.936648 and Zα/N = 0.18087, so ε = −8.1584 keV. For 3p1/2, N = 2.936648 gives −3.5966 keV. The length a = ħ/(Zαmc) is 1.1025 pm. The one-function space r^γ e^(−r/a) gives −32.373 keV for both signs of κ. For κ = +1 it captures 18.9 % of ‖bφ‖², close to the weak-binding value of one fifth.

A larger calculation uses 26 large functions r² exp(−ζr²), with ζa² running from 0.004 to 1.45 × 10⁶ in steps of a factor 2.2. The matrices were diagonalized numerically for κ = +1 with three small spaces. The lowest two levels are, in keV:

equal space: −32.3730, −8.1584
equal space plus one function: −8.1584, −3.5968
balanced space: −8.1584, −3.5965

In the first row, the share of ‖bf‖² captured by G is 0.06 % for the spurious state and 99.5 % for 2p1/2; other sets of 20 to 36 such Gaussians give 0.045 to 0.2 % and 96 to 99.97 %. The added function in the second row is bf of the spurious state. Supplying this one function removes the level while F stays the same, which places the fault in the small space. The choice is not unique: r exp(−r²/a²), or bf of the 2p1/2 state, removes the level as well. Not every addition does, however: in this basis r² exp(−r/a) only lifts it to about −5.5 keV, in the gap between 2p1/2 and 3p1/2, where it remains a false level. How far it rises depends on the basis: with 36 Gaussians (ζa² from 0.003 in steps of a factor 1.8) it reaches only −31.2 keV and is still the lowest root. The balanced space consists of the functions (3r − 2ζr³) exp(−ζr²), which are b acting on the large ones.

In this basis the balanced 2p1/2 and 3p1/2 levels lie 0.007 eV and 0.10 eV above the Dirac formula. With the 36 Gaussians, 2p1/2 lies 0.003 eV below it, so at finite c balance does not make these levels upper bounds. In the second row 3p1/2 lies about 0.2 eV below it; that small space is still not balanced, and nothing derived here keeps its excited levels above the Dirac values.

For the balanced 2p1/2 state the lower limit on the kinetic term is 8.5102 keV, the basis value 8.571112 keV and the unrestricted value 8.571117 keV. The possible loss of about 61 eV has shrunk to about 0.005 eV, because the 26 small functions can combine into a shape much better than a multiple of bf. Both figures depend on the basis: with the 36 Gaussians they are 64 eV and 0.003 eV.

Making c twenty times larger at fixed V gives −31.350 keV with equal spaces and −7.838 keV with balanced ones. The nonrelativistic 1s and 2p values are −31.348 and −7.837 keV. The spurious level thus survives when relativity is almost switched off: it comes from the way the kinetic energy is represented.

**The same fault on a grid**

Put P and Q on common points r_j = jh and replace d/dr by the central difference δP_j = (P_{j+1} − P_{j−1})/(2h). Substitute

P_j = (−1)^j P̃_j,  Q_j = −(−1)^j Q̃_j.

Neighbouring points carry the opposite factor, so δP_j = −(−1)^j δP̃_j and δQ_j = (−1)^j δQ̃_j. After the common signs are divided out, the equations read

VP̃ + ħc(−δ − κ/r)Q̃ = εP̃
ħc(δ − κ/r)P̃ + (V − 2mc²)Q̃ = εQ̃,

which is the problem for −κ. No property of V was used except that it is local. On such a grid the two signs of κ are isospectral for any local potential, and a smooth 1s state reappears for κ = +1 with alternating sign.

A plane wave shows the lost energy. Acting on e^(ikr), the central difference gives i sin(kh)/h, which vanishes for the fastest oscillation, k = π/h. The wave that should cost most costs nothing.

The remedy is to place Q halfway between the P points and use

(bP)_{j+1/2} = (P_{j+1} − P_j)/h + κ(P_{j+1} + P_j)/(2r_{j+1/2}),

with the transposed matrix in the equation for P. The difference now has magnitude 2|sin(kh/2)|/h, largest at k = π/h. With P = 0 at both ends, n values of P go with n + 1 values of Q. The unequal numbers are not essential: if the outermost Q point is left out in the example below, the matrix for b is square and the lowest level for κ = +1 is still −8.157 keV. The innermost Q point must stay, however, because the condition P = 0 at the origin enters b only there. Without that point P can follow 1/r near the origin, which this b turns into zero, and a false level appears at about −980 keV for the spacing used below. Its position is set by the spacing: it lies at −512 keV for twice that h and sinks below −2mc², among the negative-energy states, for half of it.

With 500 points and h = 0.0551 pm, the central grid for κ = +1 gives −32.373, −8.162 and −8.160 keV (−8.1594 and −8.1589 keV for the last two at half the spacing). The last two come from the 2p1/2 state and the alternating copy of 2s1/2, which the Dirac formula makes degenerate. On the grid these two mix in nearly equal parts: ΣP_jP_{j+1}/ΣP_j² is about 0.0001 for both roots, so neither root is a clean 2p1/2 orbital. For the lowest state, ΣP_jP_{j+1}/ΣP_j² is −0.9986, the mark of a sign change from point to point. The staggered grid has its lowest level at −8.157 keV, about 1 eV above the formula.

Multiplying V by exp(−r/10a) removes the special symmetry of the Coulomb potential. The central grid still gives −26.528 keV for both signs of κ. The staggered grid separates them: −26.538 keV for κ = −1 and −3.173 keV for κ = +1, which move to −26.528 and −3.174 keV as the spacing is refined. For a screened atom, then, the false p1/2 level on a central grid sits at the s1/2 energy, far below the true one. In a basis the exact pairing of ±κ was derived for the Coulomb potential alone, but the loss of whatever part of bf lies outside G does not depend on that potential. The false level persists, though no longer at the s1/2 energy and at a place that depends on the basis: equal spaces of 26 and 36 Gaussians put it at −27.5 and −27.8 keV for the screened potential, and at −20.5 and −15.8 keV for an unscreened, uniformly charged nucleus of radius 5.95 fm.
